# The Exact Sum Rule for the Nuclear Frequencies of Si:P

A neutral phosphorus donor in silicon binds one electron, whose spin interacts with the spin of the $^{31}$P nucleus. Double-resonance experiments find two nuclear lines, one for each orientation of the electron spin. Both lines move with the magnetic field, and at low field the two spins are strongly mixed. One may therefore ask whether the hyperfine constant can be read from the lines without knowing the field or the $g$ factors, and without an expansion in the mixing. It can, provided that the frequencies are given the right signs. Choosing the signs takes only a rough knowledge of the field: one must know whether it lies below or above a value near 3.4 T, derived below.

## Hamiltonian and signs

Both spins are $1/2$; $\mathbf S$ and $\mathbf I$ are the dimensionless electron and nuclear spin operators. The field $B\ge 0$ points along $z$. In frequency units,

$$\frac{H}{h}=\nu_e S_z-\nu_n I_z+A\,\mathbf S\cdot\mathbf I,\qquad \nu_e=\gamma_eB,\quad \nu_n=\gamma_nB, \tag{1}$$

where $\gamma_e=g\mu_B/h$ and $\gamma_n=g_n\mu_N/h$ are both positive. The electron moment is opposite to its spin and the $^{31}$P moment is parallel to its spin, hence the opposite Zeeman signs. The hyperfine coupling is a scalar because the unstrained donor site has tetrahedral symmetry, which allows no preferred axis.

Thin arrows denote the electron spin and double arrows the nuclear spin. Each level carries the label of the product state that it joins at high field. With $E$ in frequency units, define

$$f_\uparrow=E(\uparrow\Uparrow)-E(\uparrow\Downarrow),\qquad f_\downarrow=E(\downarrow\Downarrow)-E(\downarrow\Uparrow). \tag{2}$$

The nuclear order is opposite in the two definitions: the level with parallel spins comes first in each. The claim is that

$$f_\uparrow+f_\downarrow=A\quad\text{at every }B. \tag{3}$$

If the order "$\Uparrow$ minus $\Downarrow$" were used for both lines, the second frequency would change sign, and the difference of the two would equal $A$.

## Proof

Write the scalar product with raising and lowering operators:

$$\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12\left(S_+I_-+S_-I_+\right). \tag{4}$$

The flip-flop terms raise one spin and lower the other, so $M=S_z+I_z$ is conserved. The states $\uparrow\Uparrow$ ($M=1$) and $\downarrow\Downarrow$ ($M=-1$) have no partner of equal $M$ and are eigenstates. Since $S_zI_z=1/4$ in both,

$$E(\uparrow\Uparrow)=\frac{\nu_e-\nu_n}{2}+\frac A4,\qquad E(\downarrow\Downarrow)=-\frac{\nu_e-\nu_n}{2}+\frac A4. \tag{5}$$

The other two states have $M=0$ and $S_zI_z=-1/4$. The flip-flop terms connect them with matrix element $A/2$. In the order $\uparrow\Downarrow,\downarrow\Uparrow$ the block is

$$\begin{pmatrix}\dfrac{\nu_e+\nu_n}{2}-\dfrac A4 & \dfrac A2\\[2mm] \dfrac A2 & -\dfrac{\nu_e+\nu_n}{2}-\dfrac A4\end{pmatrix}. \tag{6}$$

The sum of the eigenvalues of a matrix is its trace, whatever the off-diagonal elements. Therefore

$$E(\uparrow\Downarrow)+E(\downarrow\Uparrow)=-\frac A2. \tag{7}$$

Adding the definitions (2) and inserting (5) and (7) gives

$$f_\uparrow+f_\downarrow=\big[E(\uparrow\Uparrow)+E(\downarrow\Downarrow)\big]-\big[E(\uparrow\Downarrow)+E(\downarrow\Uparrow)\big]=\frac A2+\frac A2=A, \tag{8}$$

which proves (3). Nothing was assumed about the ratio $A/\nu_e$ or the sign of $A$. Exchanging the labels of the two $M=0$ levels leaves (8) unchanged.

The same result can be written as one trace. The operator $4S_zI_z$ equals $+1$ on the parallel states and $-1$ throughout the $M=0$ block, so

$$f_\uparrow+f_\downarrow=\mathrm{Tr}\left(4S_zI_z\,\frac Hh\right). \tag{9}$$

The electron Zeeman term contributes a multiple of $\mathrm{Tr}(S_z^2)\,\mathrm{Tr}(I_z)=0$, and the nuclear term vanishes likewise. The flip-flop terms have no diagonal elements. What remains is $4A\,\mathrm{Tr}(S_z^2)\,\mathrm{Tr}(I_z^2)=4A\cdot\frac12\cdot\frac12=A$. The sum thus isolates the part of $H$ in which the two spins are correlated along the field. A static field along $z$ that acts on the electron alone changes $\nu_e$ and drops out.

## The separate frequencies

The eigenvalues of (6) follow from its mean diagonal element $-A/4$, its half-difference $(\nu_e+\nu_n)/2$ and its coupling $A/2$:

$$E_\pm=-\frac A4\pm\frac R2,\qquad R=\sqrt{(\nu_e+\nu_n)^2+A^2}. \tag{10}$$

For $A\neq0$, $R$ never vanishes, so these levels do not cross. The upper one joins $\uparrow\Downarrow$ at high field. Define the shift

$$s=\frac{R-(\nu_e+\nu_n)}2\ge 0. \tag{11}$$

Using $R/2=(\nu_e+\nu_n)/2+s$ in (2),

$$f_\uparrow=\frac{\nu_e-\nu_n}{2}+\frac A2-\frac{\nu_e+\nu_n}{2}-s=\frac A2-\nu_n-s, \tag{12}$$

$$f_\downarrow=-\frac{\nu_e-\nu_n}{2}+\frac A2+\frac{\nu_e+\nu_n}{2}+s=\frac A2+\nu_n+s. \tag{13}$$

The hyperfine field reverses with the electron spin while the applied field does not, so $\nu_n$ enters with opposite signs. The level repulsion $s$ does the same, because it pushes the two $M=0$ levels apart by equal amounts. For $\nu_e+\nu_n\gg|A|$, expanding the root in (10) gives

$$s\simeq\frac{A^2}{4(\nu_e+\nu_n)}. \tag{14}$$

As $B\to0^+$, $s\to|A|/2$. For $A>0$ this gives $f_\uparrow\to0$ and $f_\downarrow\to A$: three levels merge into the triplet at $A/4$, and the singlet lies at $-3A/4$. At $B=0$ itself the singlet overlaps equally with $\uparrow\Downarrow$ and $\downarrow\Uparrow$, so the labels are arbitrary. The numerical output shows the opposite assignment there, $f_\uparrow=120$ MHz and $f_\downarrow=0$. The sum is the same.

## Where the measured magnitudes stop adding up

A spectrometer gives $|f|$. Take $A>0$, as for Si:P. Then $f_\downarrow$ is positive by (13), but $f_\uparrow$ can change sign. The condition $f_\uparrow=0$ reads $\nu_e-\nu_n+A=R$. Both sides are positive, so squaring is an equivalence:

$$(\nu_e-\nu_n)^2+2A(\nu_e-\nu_n)+A^2=(\nu_e+\nu_n)^2+A^2. \tag{15}$$

Since $(\nu_e+\nu_n)^2-(\nu_e-\nu_n)^2=4\nu_e\nu_n$, this becomes $2A(\nu_e-\nu_n)=4\nu_e\nu_n$. Besides the zero-field limit, the solution is

$$B_0=\frac{A(\gamma_e-\gamma_n)}{2\gamma_e\gamma_n}. \tag{16}$$

Below $B_0$, $|f_\uparrow|+|f_\downarrow|=A$. Above it, $|f_\downarrow|-|f_\uparrow|=A$. At $B_0$ the applied field and the hyperfine field on the nucleus nearly cancel when the electron is up.

The upper-manifold line also loses its drive at $B_0$. A radio-frequency field along $x$ couples through $D=\gamma_eS_x-\gamma_nI_x$. Let $F_y=S_y+I_y$. The scalar $\mathbf S\cdot\mathbf I$ commutes with this total spin component, and $[S_z,S_y]=-iS_x$, with the same relation for $\mathbf I$. Hence

$$\left[\frac Hh,F_y\right]=-iB\left(\gamma_eS_x-\gamma_nI_x\right)=-iBD. \tag{17}$$

Between eigenstates $a$ and $b$ the left side is $(E_a-E_b)\langle a|F_y|b\rangle$, so

$$|\langle a|D|b\rangle|=\frac{|E_a-E_b|}{B}\,|\langle a|F_y|b\rangle|. \tag{18}$$

At $B_0$ the frequency is zero while $B$ is not, so the drive vanishes. As $B\to0^+$ the frequency $f_\uparrow$ also goes to zero, but $|f_\uparrow|/B$ stays finite and the drive is large. To see its size, write the upper $M=0$ state as $\cos\eta\,|\uparrow\Downarrow\rangle+\sin\eta\,|\downarrow\Uparrow\rangle$ and the lower one as $\cos\eta\,|\downarrow\Uparrow\rangle-\sin\eta\,|\uparrow\Downarrow\rangle$, with $\tan2\eta=A/(\nu_e+\nu_n)$. Relative to the bare nuclear element $\gamma_n/2$, the two drives are

$$\left|\frac{\gamma_e}{\gamma_n}\sin\eta-\cos\eta\right|\ (\text{up}),\qquad \frac{\gamma_e}{\gamma_n}\sin\eta+\cos\eta\ (\text{down}). \tag{19}$$

A small electron admixture matters because $\gamma_e\gg\gamma_n$.

## Numbers for a phosphorus donor

Take rough, rounded values for Si:P: $A=120$ MHz, $g=2.0$ and $g_n=2.3$. They give $\gamma_e=27992$ MHz/T and $\gamma_n=17.532$ MHz/T. At $B=0.35$ T, a field typical of X-band spectrometers, $\nu_e=9797.4$ MHz and $\nu_n=17.532\times0.35=6.136$ MHz. Equation (14) gives

$$s\simeq\frac{120^2}{4(9797.4+6.1)}\ \text{MHz}=0.367\ \text{MHz}. \tag{20}$$

From (12) and (13),

$$f_\uparrow=60-6.136-0.367=53.497\ \text{MHz},\qquad f_\downarrow=60+6.136+0.367=66.503\ \text{MHz}. \tag{21}$$

Their sum is 120.000 MHz. Diagonalizing the full $4\times4$ matrix gives the same values. At 10 mT, where the mixing is much larger, it gives $47.513+72.487=120.000$ MHz.

The sign change (16) lies at $B_0=3.42$ T. At 5 T the signed frequencies are $-27.686$ and $147.686$ MHz. Their signed sum is still 120 MHz, but the magnitudes add to 175.4 MHz; here the difference of magnitudes must be used. The relative drives (19) of the up and down lines are 8.77 and 10.77 at 0.35 T, and 0.14 and 2.14 at 3 T, where the up line is already close to its zero.

Except near 0.086 T, where the slopes of both lines vanish, the two lines must refer to the same field. By (13) and (14), the slope of $f_\downarrow$ at 0.35 T is about $\gamma_n-s/B=17.53-1.05=16.48$ MHz/T. Reading $f_\downarrow$ at a field higher by 0.1 mT therefore falsifies the sum by 1.65 kHz.

## What a real donor adds

**Field dependence of $A$.** The rule gives the value of $A$ at the field of the measurement. A magnetic field squeezes the donor orbital and so raises the electron density at the nucleus, to which the contact coupling is proportional. For a rough size, take a hydrogen-like 1s envelope of radius $a$ and isotropic mass $m$. The diamagnetic energy is $e^2B^2(x^2+y^2)/8m$. To first order only its spherical part changes the density at the origin, and the angular average of $x^2+y^2$ is $2r^2/3$. With lengths in units of $a$ and energies in units of $\hbar^2/ma^2$, the perturbation is

$$V=\lambda r^2,\qquad \lambda=\frac1{12}\left(\frac{ea^2B}{\hbar}\right)^2. \tag{22}$$

Set $\psi=(1+\lambda u)\,\psi_0$ with $\psi_0\propto e^{-r}$. Since $\langle r^2\rangle=3$, the first-order Schrödinger equation is

$$\tfrac12u''+\frac{u'}r-u'=r^2-3. \tag{23}$$

Its regular solution that does not grow exponentially is $u=-r^3/3-r^2+d$: the three terms on the left are then $-r-1$, $-r-2$ and $r^2+2r$, whose sum is $r^2-3$. Normalization requires $\langle u\rangle=0$. With $\langle r^3\rangle=15/2$ this gives $d=5/2+3=11/2$. The relative change of density at the origin is $2\lambda d$, so

$$\frac{\delta A}{A}=11\lambda=\frac{11}{12}\left(\frac{ea^2B}{\hbar}\right)^2. \tag{24}$$

A radial diagonalization reproduces the coefficient 11. For a rough radius of 2 nm, $A$ rises by 0.5 kHz at 0.35 T and by 0.10 MHz at 5 T. The anisotropic mass and the short-range potential of the donor are left out, so these are orders of magnitude. A Coulomb state of this radius binds about 32 meV; a short-range attraction that deepens it to the 46 meV of phosphorus lowers both shifts by about a factor of three, while the real masses raise them by about a factor of two for a valley along the field.

**Anisotropy.** Strain can lower the site symmetry. Suppose it adds an axial coupling $T$, so that the tensor component along the field is $A_{zz}=A+T(3\cos^2\theta-1)$, where $\theta$ is the angle between the axis and $B$. For $\theta=0$, $M$ is still conserved and (9) gives the sum $A_{zz}$ exactly. For a tilted axis the component $A_{xz}=3T\sin\theta\cos\theta$ puts a transverse field on the nucleus. When $\nu_e$ is much larger than the hyperfine terms, each splitting becomes $\sqrt{f^2+(A_{xz}/2)^2}\simeq f+A_{xz}^2/8f$ for $f>0$, and the sum exceeds $A_{zz}$ by

$$\frac{A_{xz}^2}{8}\left(\frac1{f_\uparrow}+\frac1{f_\downarrow}\right). \tag{25}$$

With an assumed $T=1$ MHz, chosen to make the effect visible and not as a typical value, the sum at 0.35 T is 122 MHz for $\theta=0$. For $\theta=45^\circ$ it is 120.509 MHz against $A_{zz}=120.500$ MHz. Equation (25) accounts for the excess of 0.009 MHz.

**Fields from $^{29}$Si.** In natural silicon, $^{29}$Si nuclei exert a field on the donor electron. Treat it as frozen, with a rough size $b=0.2$ mT. Its component along $B$ drops out of the sum. For the transverse component, turn the $z$ axis to the electron's total field; $\mathbf S\cdot\mathbf I$ is unchanged by this joint rotation. The nucleus then sees a transverse field close to $b$ when $b\ll B$. By the same square-root expansion, the sum rises by about $\frac12(\gamma_nb)^2(1/f_\uparrow+1/f_\downarrow)$, which is 0.2 Hz at 0.35 T. This estimate, like (25), fails close to $B_0$, where $f_\uparrow$ is small. Well above $B_0$ both formulas hold again with the signed $f_\uparrow$, and both corrections are then negative. A real $^{29}$Si spin is not frozen: it precesses and flip-flops with the electron. A single nucleus with an isotropic coupling of $-6$ MHz lowers the sum by about 0.3 Hz at 0.35 T, so only the smallness of the frozen estimate carries over, not its sign. The heavier host isotopes also change $A$ itself through their mass, an effect not sized here.

**Comparison with samples.** The parameters above are near those of a real Si:P donor, but the rounding of $A$ to 120 MHz is far coarser than the small corrections discussed here. At 8 K, five valley-orbit states roughly 12 meV above the ground state hold a fraction $1.4\times10^{-7}$ of the population. If they have no contact coupling and the exchange of population is fast, the average $A$ falls by 17 Hz. At $10^{15}$ donors per cm$^3$ the characteristic spacing is 100 nm and the dipolar coupling between two donor electrons is about 52 Hz; at the mean nearest-neighbour distance of 55 nm it is about 0.3 kHz. Of the effects sized in this section for the unstrained donor, the field dependence of $A$ is clearly the largest at 5 T. The dipolar coupling between like donors spreads each line by a fraction of its size but leaves the line centres, and hence the sum, practically unshifted. At 0.35 T the field dependence of $A$ amounts to a few tenths of a kHz, and the field mismatch of 0.1 mT considered earlier gives a larger error. The field dependence of $A$ does not violate (3), but it means that sums taken at different fields need not agree. In a strained device the isotropic constant itself also changes, at second order because shear strain mixes the valley-orbit states, and, as experiments show, also linearly with the hydrostatic part of the strain, which mixes none of them; an anisotropy may appear as well. Away from $B_0$, the sum then yields $A_{zz}$ of the strained donor, up to the correction (25).

## Numbers as computed

```
Inputs (rough, rounded Si:P values)
A = 120.0 MHz, g = 2.0, gn = 2.3
electron rate = 27992.49 MHz/T, nuclear rate = 17.5320 MHz/T
Frequencies from diagonalization (MHz)
B = 0.00 T: f_up = 120.0000, f_dn = 0.0000, sum = 120.000000, |f_up|+|f_dn| = 120.0000
B = 0.01 T: f_up = 47.5133, f_dn = 72.4867, sum = 120.000000, |f_up|+|f_dn| = 120.0000
   drive relative to bare nucleus: up 319.952, down 321.911
B = 0.35 T: f_up = 53.4966, f_dn = 66.5034, sum = 120.000000, |f_up|+|f_dn| = 120.0000
   drive relative to bare nucleus: up 8.771, down 10.771
B = 3.00 T: f_up = 7.3613, f_dn = 112.6387, sum = 120.000000, |f_up|+|f_dn| = 120.0000
   drive relative to bare nucleus: up 0.140, down 2.140
B = 5.00 T: f_up = -27.6855, f_dn = 147.6855, sum = 120.000000, |f_up|+|f_dn| = 175.3711
   drive relative to bare nucleus: up 0.316, down 1.684
sign change of f_up: B0 = 3.4202 T (root), 3.4202 T (formula)
Details at B = 0.35 T
nu_e = 9797.37 MHz, nu_n = 6.1362 MHz
first-order f_up = 53.8638 MHz, f_dn = 66.1362 MHz
shift s = 0.36720 MHz, estimate A^2/4(nu_e+nu_n) = 0.36722 MHz
error of sum if f_dn is read 0.1 mT higher = 1.648 kHz
What-if axial anisotropy T = 1.0 MHz at 0.35 T
axis at 0 deg: sum = 122.00000 MHz, Azz = 122.00000 MHz
axis at 45 deg: sum = 120.50946 MHz, Azz = 120.50000 MHz
Frozen 29Si field on the electron (rough) = 0.2 mT
B = 0.01 T: change of sum by transverse field = 0.205 Hz
B = 0.35 T: change of sum by transverse field = 0.207 Hz
Diamagnetic contraction, envelope radius (rough) = 2.0 nm
density slope from radial diagonalization = 11.000 (formula: 11)
B = 0.35 T: relative change of A = 4.15e-06, change of A = 0.498 kHz
B = 5.00 T: relative change of A = 8.46e-04, change of A = 101.560 kHz
T = 8.0 K: kT = 0.689 meV, valley-orbit gap (rough) = 12 meV
excited fraction = 1.38e-07, loss of A = 16.538 Hz
donor density = 1e+15 cm^-3: n^(-1/3) = 100.0 nm, dipolar coupling = 51.9 Hz
```
